# Why Stress Raises Short-Channel Drive Current Less Than Long-Channel Mobility

**Q:** I stretch silicon n-channel transistors along the current direction. The mobility extracted from long devices rises nicely, but the saturated current of the short ones rises by much less. Has the stress stopped working in the short channel?

**A:** It need not have. Suppose the stress does the same thing to the electrons in both devices. Mobility describes electrons that scatter many times, and the current of a short transistor is only partly controlled by scattering. To see how much is left, we need the velocity at the top of the source barrier, because there the gate sets the charge. With current $I$ per unit width,

$$I=Q(0)\,v,$$

where $Q(0)$ is the magnitude of the mobile charge per area at the barrier top and $v$ is the average velocity there.

**Q:** What limits that velocity if nothing scatters?

**A:** The thermal speed at which the source supplies electrons. I take one nondegenerate subband with transport mass $m$. The electrons moving toward the drain then have a half-Maxwellian distribution, with mean velocity

$$v_T=\frac{\int_0^\infty v_x e^{-mv_x^2/2kT}\,dv_x}{\int_0^\infty e^{-mv_x^2/2kT}\,dv_x}
=\frac{kT/m}{\tfrac12\sqrt{2\pi kT/m}}=\sqrt{\frac{2kT}{\pi m}} .$$

Stress can change $v_T$ through the mass, but a change in the scattering rate leaves it alone.

**Q:** And with scattering?

**A:** Divide the electrons into a forward flux $F_+$ and a backward flux $F_-$, both counted positive. The net flux $F=F_+-F_-$ is constant along the channel. Let $x=0$ be the barrier top, and write the potential energy as $kT\,u(x)$, with $u(0)=0$ and $u$ falling toward the drain.

A forward electron is turned back with probability $1/\lambda$ per unit length; this defines the mean free path for backscattering, $\lambda$. A backward electron is turned forward with probability $b$ per unit length, by scattering or by the field. Hence

$$\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+}{\lambda}+bF_- .$$

In equilibrium $F_+=F_-\propto e^{-u}$, so the left side is $-u'F_-$. This requires $b=1/\lambda-u'$. I keep this coefficient when current flows. That is an approximation, since the velocity distribution is then no longer the equilibrium one. It gives

$$\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}-u'F_-=-\frac F\lambda-u'F_- .$$

**Q:** How does $\lambda$ relate to the mobility I measure?

**A:** Set $u'=0$. Each stream has density $F_\pm/v_T$, so the total density is $n=(F_++F_-)/v_T$. Both fluxes have slope $-F/\lambda$, and therefore

$$\frac{dn}{dx}=-\frac{2F}{v_T\lambda}
\quad\Longrightarrow\quad
F=-\frac{v_T\lambda}{2}\frac{dn}{dx}.$$

The diffusion coefficient is thus $D=v_T\lambda/2$. With the Einstein relation $D=\mu kT/q$, where $q$ is the elementary charge,

$$\mu=\frac{q\,v_T\lambda}{2kT}.$$

At fixed temperature, a mobility gain is therefore a gain in $v_T$, a gain in $\lambda$, or a mixture. The short channel treats the two differently.

**Q:** Show me where they separate.

**A:** Multiply the equation for $F_-$ by $e^u$. The product rule gives

$$\frac{d}{dx}\left(F_-e^u\right)=e^u\left(\frac{dF_-}{dx}+u'F_-\right)=-\frac F\lambda e^u .$$

In saturation, electrons from the drain do not return over the barrier, so I set $F_-(L)=0$ at the channel end. Integrating from $0$ to $L$,

$$F_-(0)=F\,\frac{\ell}{\lambda},\qquad \ell=\int_0^L e^{u(x)}\,dx .$$

The critical length $\ell$ is dominated by the region where the potential energy has fallen by no more than a few $kT$. In this model, backscattering farther down the slope has an exponentially small weight.

Since $F_+(0)=F+F_-(0)=F(1+\ell/\lambda)$, the transmitted fraction is

$$T_s=\frac{F}{F_+(0)}=\frac{\lambda}{\lambda+\ell}.$$

The velocity is the net flux divided by the density of both streams:

$$v=\frac{F}{n(0)}=\frac{v_TF}{F_+(0)+F_-(0)}=\frac{v_T}{1+2\ell/\lambda}=Bv_T,\qquad B=\frac{\lambda}{\lambda+2\ell}.$$

Its reciprocal shows the physics:

$$\frac1v=\frac1{v_T}+\frac{2\ell}{v_T\lambda}=\frac1{v_T}+\frac{\ell}{D}.$$

The first term is the injection limit and the second is diffusion across the critical length. A change in scattering alone alters only the second term; a change in mass alters both.

**Q:** So what fraction of a mobility gain reaches the velocity?

**A:** For a small stress, define

$$\alpha=\frac{\delta\ln v_T}{\delta\ln\mu}.$$

Because $\mu\propto v_T\lambda$, the rest belongs to the path: $\delta\ln\lambda=(1-\alpha)\,\delta\ln\mu$. I hold $\ell$ fixed. This is a real assumption: a longer $\lambda$ redistributes the charge along the channel and can reshape the barrier by itself. A change in $\ell$ would add $-(1-B)\,\delta\ln\ell$ to the result below, and I size this term near the end. From $\ln v=\ln v_T+\ln\lambda-\ln(\lambda+2\ell)$,

$$\delta\ln v=\delta\ln v_T+\left(1-\frac{\lambda}{\lambda+2\ell}\right)\delta\ln\lambda
=\left[\alpha+(1-B)(1-\alpha)\right]\delta\ln\mu ,$$

and collecting terms,

$$\frac{\delta\ln v}{\delta\ln\mu}=1-B(1-\alpha).$$

If scattering dominates, $B\to0$ and the velocity follows the mobility. In the ballistic limit, $B\to1$ and only the fraction $\alpha$ survives.

**Q:** Then a ballistic device always responds less?

**A:** No. The reduction requires $\alpha<1$. Three cases show the range:

- Stress lengthens $\lambda$ but leaves $v_T$ alone. Then $\alpha=0$, and the sensitivity is $1-B$.
- Stress lowers a single mass at fixed scattering time $\tau$. Then $\mu=q\tau/m$ while $v_T\propto m^{-1/2}$, so $\alpha=1/2$, and the sensitivity is $1-B/2$.
- Stress raises $v_T$ at fixed $\lambda$. Then $\alpha=1$, and ballistic transport causes no reduction.

If $v_T$ rises so strongly that $\lambda$ must fall to give the measured $\mu$, then $\alpha>1$ and the velocity gains more than the mobility.

**Q:** My contacts have resistance as well. Does it simply subtract a fixed voltage?

**A:** The voltage it takes grows with the current, and that is why it weakens the response. Let $R_S$ and $R_D$ be the source and drain resistances multiplied by the width. With gate and drain both at the supply voltage $V_{DD}$, the voltages inside the device are

$$V_{GS}'=V_{DD}-IR_S,\qquad V_{DS}'=V_{DD}-I(R_S+R_D).$$

The drain also lowers the threshold, $V_t=V_{t0}-\delta_DV_{DS}'$. With gate capacitance $C$ per area, $Q(0)=C(V_{GS}'-V_t)$, so

$$I=Cv\left[V_{DD}-V_{t0}+\delta_DV_{DD}-I\{R_S+\delta_D(R_S+R_D)\}\right]
=Cv\,(V_0-IR_\mathrm{eff}),$$

where $V_0=V_{DD}-V_{t0}+\delta_DV_{DD}$ and $R_\mathrm{eff}=R_S+\delta_D(R_S+R_D)$. Solving for the current,

$$I=\frac{CvV_0}{1+CvR_\mathrm{eff}} .$$

Now vary $v$ with $C$, $V_0$ and the resistances fixed, treating $v$ as independent of the inner voltages, which again amounts to holding $\ell$ fixed:

$$\frac{\delta\ln I}{\delta\ln v}=1-\frac{CvR_\mathrm{eff}}{1+CvR_\mathrm{eff}}=\frac1{1+CvR_\mathrm{eff}} .$$

A faster channel draws more current, and the extra drop across the resistance removes some of its gate charge. Multiplying the two sensitivities gives

$$\boxed{\frac{\delta\ln I}{\delta\ln\mu}=\frac{1-B(1-\alpha)}{1+CvR_\mathrm{eff}}}$$

**Q:** Put in a device like mine.

**A:** Take a 25 nm silicon channel at 300 K with $m=0.19$ electron masses and $\mu=250$ cm²/Vs. These values give $v_T=1.23\times10^7$ cm/s and $\lambda=10.5$ nm.

For a uniform field $E$ near the source, $u=-qEx/kT$ and

$$\ell=\frac{kT}{qE}\left(1-e^{-qEL/kT}\right).$$

With $E=50$ kV/cm this is 5.13 nm. This field is an assumed stand-in for the source end only: over 25 nm it drops 0.125 V, while about 0.76 V lies across the channel in the circuit below. A drop of 0.76 V growing as $x^2$ gives $\ell=4.1$ nm, and one growing as $x^3$ gives 7.2 nm. These would move the final sensitivity from 0.50 to 0.45 and 0.58. I continue with 5.13 nm. Hence

$$B=\frac{10.47}{10.47+2(5.13)}=0.505,\qquad v=6.2\times10^6\ \text{cm/s}.$$

Let a tensile stress of 0.5 GPa raise $\mu$ by 15% and lower the mass by 4%. These assumed values suit a ⟨110⟩ channel on a (100) wafer, where the stress produces shear strain. A two-band k·p estimate gives a larger drop, near 7%, which would make the final sensitivity below 0.54 instead of 0.50. Along ⟨100⟩ there is no shear, the same estimate leaves this mass unchanged, and the same mobility gain would give 0.44. Since $v_T\propto m^{-1/2}$,

$$\alpha=\frac{-\tfrac12\ln0.96}{\ln1.15}=0.146,$$

and the velocity sensitivity is $1-0.505(1-0.146)=0.569$.

For the circuit, take $C=2.30$ µF/cm², 80 Ω µm on each side and $\delta_D=0.10$. Then $R_\mathrm{eff}=80+0.10(160)=96$ Ω µm and $CvR_\mathrm{eff}=0.138$. The series factor is $1/1.138=0.879$, and the total sensitivity is $0.569\times0.879=0.500$. Here the ballistic factor is the stronger of the two reductions.

**Q:** Fifteen percent is not infinitesimal. What current do I get?

**A:** With $V_{DD}=0.90$ V and $V_{t0}=0.30$ V, $V_0=0.69$ V. Solving the unstressed and stressed devices separately gives 0.870 and 0.931 mA/µm. The gains are 15% in mobility, 8.1% in velocity and 7.0% in current. The last is slightly below half of 15% partly because $\lambda$ grows with the stress, so $B$ rises and the sensitivity falls along the way.

As a piezoresistance measurement, the long-channel mobility would give 0.30 per GPa and the short-channel current 0.14 per GPa. The second number describes the whole transistor and should not be read as a new material coefficient.

**Q:** Would I avoid the problem by measuring at small drain voltage?

**A:** Not in the short device. At small drain bias the channel is nearly flat, so $u=0$ and $\ell=L$, giving a transmission $\lambda/(\lambda+L)$. The source injects $F_S$ and the drain injects $F_D=F_Se^{-qV/kT}$, where $V$ is the voltage across the channel. To first order in $V$, $F_S-F_D=F_SqV/kT$. The charge is $Q=2qF_S/v_T$, so

$$I=q\frac{\lambda}{\lambda+L}\frac{qV}{kT}\frac{Qv_T}{2q}
=\frac{Q\mu}{L+\lambda}V,
\qquad R_\mathrm{ch}=\frac{L+\lambda}{Q\mu}.$$

The part $\lambda/(Q\mu)=2kT/(qQv_T)$ is the ballistic resistance, which does not depend on $\lambda$. At fixed $Q$, the logarithmic change of $1/R_\mathrm{ch}=Q\mu/(L+\lambda)$ is

$$\delta\ln\mu-\frac{\lambda}{L+\lambda}\delta\ln\lambda
=\left[1-\frac{\lambda(1-\alpha)}{L+\lambda}\right]\delta\ln\mu .$$

The applied voltage is shared with the external resistances, so only the channel's share of the total resistance responds:

$$\frac{\delta\ln I}{\delta\ln\mu}=
\frac{R_\mathrm{ch}}{R_\mathrm{ch}+R_S+R_D}
\left[1-\frac{\lambda(1-\alpha)}{L+\lambda}\right].$$

With the same resistances and 0.60 V of overdrive, the sensitivity is 0.94 at 1000 nm, 0.61 at 100 nm and 0.29 at 25 nm. In the shortest device $R_\mathrm{ch}=103$ Ω µm, less than the 160 Ω µm outside it. That is why its low-bias response is even weaker than its saturated response of 0.50. The long device comes close to showing the mobility itself, and most of its remaining 6% deficit is series resistance. These values are nondegenerate. At this charge Fermi statistics raise the ballistic resistance from 30 to 44 Ω µm and the 25 nm $R_\mathrm{ch}$ to 116 Ω µm. The 25 nm sensitivity becomes 0.27 if the density-of-states mass falls with the transport mass, or about 0.29 if it is unchanged.

**Q:** You kept an equilibrium coefficient in a strong field. How much trust does that deserve?

**A:** The trend deserves more trust than the number. I compared the two-stream model with a simulation of particles whose collisions occur at a constant rate and redraw a Maxwellian velocity. For a field-free 25 nm slab the transmissions are 0.283 from the particles and 0.295 from the formula.

In the 50 kV/cm field the difference is larger: the particles give $B=0.606$, against 0.505. Their measured slope $\delta\ln B/\delta\ln\lambda$ is 0.475, while the two-stream value is 0.495. Using the particle results for both velocity and slope changes the total sensitivity from 0.50 to 0.47.

That closeness does not validate every part of the model. Within the two-stream formula the slope equals $1-B$, but $1-0.606=0.394$ is not the slope the particles show. Inferring the stress response from a measured $B$ alone therefore carries an error of this kind. The particle collisions are themselves simplified and do not represent the phonons of silicon in detail. They thermalise the electron completely. If they are instead elastic and isotropic in the plane, so that the electron keeps the energy gained from the field, the same $\lambda$ and field give $B\approx0.40$, a slope of 0.67 and a total sensitivity of 0.65. The type of collision therefore moves the result between about 0.47 and 0.65.

**Q:** And how close is all this to a real transistor?

**A:** The inputs are rough typical values for a short silicon n-channel device. The source velocity is on the low side; values near $10^7$ cm/s are a rough guide for good short devices. With the nondegenerate $v_T$ and the same $\lambda$, that velocity needs $B=0.81$, and the boxed formula then gives only 0.25. The assumption most clearly broken is nondegeneracy. The source density is $8.7\times10^{12}$ cm⁻², about 2.1 times the thermal density of states of the two lowest valleys. If the forward and backward states are taken as equally filled, Fermi statistics raise the injection velocity by 33%. In saturation the forward states are the fuller ones, so at the same density the rise is larger. For a rough estimate, take equal filling and keep $D=v_T\lambda/2$ with the raised velocity, although this relation is only approximate in a degenerate gas. If the density-of-states mass falls by the same 4% as the transport mass, the total sensitivity becomes 0.46 with $\ell$ kept, or 0.57 with $\ell$ lengthened in proportion to the degenerate ratio $qD/(\mu kT)$. If stress leaves the density-of-states mass unchanged, the two values are 0.36 and 0.54. This second case is the closer one to silicon, here and at low bias: the shear strain that lowers the mass along ⟨110⟩ raises the transverse mass by a similar fraction, so the density-of-states mass hardly changes.

Other changes, made one at a time, have similar size. At 370 K, with $\mu\propto T^{-1.5}$ and the same field, the sensitivity is 0.58, because $\lambda$ shortens and $\ell$ lengthens. If stress also moves electrons from heavier valleys, reducing their share from 15% to 10% with the total mobility gain held at 15%, $\alpha$ rises to about 0.23 and the sensitivity to 0.54, or 0.53 if the heavier valleys are also counted in the unstressed $v_T$. The 10% is assumed; a deformation potential of 9 eV shifts the valleys by about 22 meV at 0.5 GPa along ⟨110⟩, which would bring a nondegenerate 15% share to about 7%, $\alpha$ to 0.28 and the sensitivity to 0.56. Holding $\ell$ fixed matters as much. Let the local charge follow the gradual-channel rule, $C$ times the overdrive minus the local potential, with $V_\mathrm{ov}=V_0-IR_\mathrm{eff}$ at the source. Integrating the equation for $F_-$ then gives $\ell=L/[1+(1-B)qV_\mathrm{ov}/2kT]$, which lengthens when $B$ rises or the overdrive falls. For this device it gives $\ell=4.1$ nm, $B=0.56$ and $\delta\ln\ell/\delta\ln\mu=0.30$. The total sensitivity is 0.34, against 0.45 from the boxed formula at the same $B$. This electrostatics is crude for a 25 nm channel, so it shows the possible size of the term, not its value in a real transistor. The charge relation is approximate too. As $B$ rises, more of the charge sits in forward states, which shifts the band edge against the source Fermi level; at this degenerate density the shift alone lowers 0.50 to about 0.48, or to 0.45 if the density-of-states mass also falls. These are estimates for particular cases, not bounds.

**Q:** Could something else in my devices imitate the effect?

**A:** Yes. At fixed $v$, a 10 mV threshold shift changes the current by about 1.5% (1.8% in the gradual-channel estimate), up or down according to its sign, which is a noticeable part of a 7% gain. If stress lowered both external resistances by 5%, the current would rise by another 0.6 to 0.7%. Measure the threshold and the resistance with and without stress before assigning the remainder to transport. Even then, the short channel may have extra scattering that stress does not affect. If a long-channel mobility of 350 cm²/Vs gains 15% and such scattering brings the short-channel value down to 250 cm²/Vs, adding the inverse mobilities gives a short-channel gain of only 10%, and the current gains 5.2% instead of 7.0%.

To recover more of the mobility gain at fixed $C$ and $v$, lower $R_\mathrm{eff}$. To gain current when $B$ is already large, look for stress that raises $v_T$, since a longer $\lambda$ then has little left to improve. The numerical output below lists the main values for this device; several of the side estimates above are not included in it.

## Computed results

```
Temperature: 300 K; thermal voltage: 25.85 mV
Transport mass: 0.19 electron masses
Mobility: 250 cm2/Vs
Channel length: 25 nm
Near-source field: 50 kV/cm
Gate capacitance: 2.30 uF/cm2
Supply: 0.90 V; zero-drain threshold: 0.30 V
Drain-induced threshold lowering: 0.10 V/V
Saturation overdrive before resistance: 0.690 V
Resistance per side: 80 ohm um
Effective feedback resistance: 96 ohm um
Stress: 0.50 GPa; mass ratio: 0.96
Injection velocity vT: 1.234e+07 cm/s
Mean free path: 10.47 nm
Critical length: 5.13 nm
Transmission in saturation: 0.671
Ballisticity B: 0.505
Source velocity: 6.235e+06 cm/s
Alpha: 0.146
Velocity sensitivity: 0.569
C*v*R_eff: 0.138
Series factor: 0.879
Total saturation sensitivity: 0.500
Velocity sensitivity, alpha=0: 0.495
Velocity sensitivity, alpha=0.5: 0.747
Unstressed current: 0.870 mA/um
Stressed current: 0.931 mA/um
Mobility gain: 15.00 %
Velocity gain: 8.08 %
Drive-current gain: 7.03 %
Mobility gain per stress: 0.300 1/GPa
Current gain per stress: 0.141 1/GPa
Low bias, L=1000 nm: Rch=2928.9 ohm um, sensitivity=0.940
Low bias, L=100 nm: Rch=320.2 ohm um, sensitivity=0.613
Low bias, L=25 nm: Rch=102.8 ohm um, sensitivity=0.293
Slab transmission, particles/formula: 0.283/0.295
Particle ballisticity at device field: 0.606
Particle slope dln(B)/dln(mfp): 0.475
Total sensitivity with particle result: 0.473
Source electron density: 8.71e+12 1/cm2
Density / thermal state density: 2.12
Degenerate/nondegenerate injection: 1.327
Degenerate total, fixed critical length: 0.458
Degenerate total, scaled critical length: 0.571
Total sensitivity at 370 K: 0.583
Alpha with 15 to 10 % valley shift: 0.228
Total sensitivity with valley shift: 0.536
Current change, 10 mV threshold shift: 1.45 %
Current gain if resistances fall 5 %: 0.61 %
```
